# The warped valence bands of the four-band Luttinger Hamiltonian, part 2

Near the top of a fourfold valence band in a cubic crystal, the states transform like $j=\tfrac32$, with basis $|m\rangle$. In atomic units ($\hbar=m_0=1$), with electron energies measured from the band top and axes along the cube axes, the model is

$$H(\mathbf k)=-\tfrac12\Big[\big(\gamma_1+\tfrac52\gamma_2\big)k^2-2\gamma_2\sum_i k_i^2J_i^2-2\gamma_3\sum_{(ij)}k_ik_j[J_i,J_j]_+\Big].$$

Here $[X,Y]_+=XY+YX$, $(ij)$ runs over $yz$, $zx$, $xy$, and the $\gamma_i$ are real. The spin-orbit gap below the band top is $\Delta$. Throughout,

$$S=k_x^2k_y^2+k_y^2k_z^2+k_z^2k_x^2,\qquad s=S/k^4,$$

and $X=k_x^2$, $Y=k_y^2$, $Z=k_z^2$. "The program" is the accompanying numerical check.

Part (b) split off the traceless part $D$, with five traceless, anticommuting matrices $\Gamma_a$ that square to $1$:

$$H=-\tfrac12\gamma_1k^2+D,\qquad D=\sum_{a=1}^5d_a\Gamma_a,$$
$$d_1=\sqrt3\gamma_3k_yk_z,\quad d_2=\sqrt3\gamma_3k_zk_x,\quad d_3=\sqrt3\gamma_3k_xk_y,$$
$$d_4=\tfrac{\sqrt3}2\gamma_2(k_x^2-k_y^2),\quad d_5=\tfrac12\gamma_2(2k_z^2-k_x^2-k_y^2).$$

Part (c) found $D^2=\sum_ad_a^2\equiv|d|^2$, with

$$|d|^2=\gamma_2^2k^4+3(\gamma_3^2-\gamma_2^2)S.$$

The levels are $E_\pm=-\tfrac12\gamma_1k^2\pm|d|$, each twice, or $E_\pm=\tfrac12\{Ak^2\pm\sqrt{B^2k^4+C^2S}\}$. In units of $\hbar^2/2m_0$,

$$A=-\gamma_1,\qquad B^2=4\gamma_2^2,\qquad C^2=12(\gamma_3^2-\gamma_2^2).$$

$C^2$ may be negative. Along $z$ the upper pair is $m=\pm\tfrac32$ for $\gamma_2>0$.

The Kramers argument of part (d): an antiunitary operation with square $-1$ that commutes with $H(\mathbf k)$ at fixed $\mathbf k$ takes each state to an orthogonal one of the same energy. In the crystal it is time reversal combined with inversion.

Part (e), on warping and masses, asks for the range of $s$ and of the root $R=\sqrt{B^2+C^2s}$, when both bands fall along every ray from $k=0$, when they are spherical, and the masses defined by $E=-k^2/2m^*$ along $[100]$, $[110]$ and $[111]$.

**Solution.** Expanding the squares shows $\tfrac12[(X-Y)^2+(Y-Z)^2+(Z-X)^2]=X^2+Y^2+Z^2-S=k^4-3S$. The left side is non-negative, and so is $S$, hence $0\le s\le\tfrac13$. The value $0$ needs two vanishing components (the cube axes), and $\tfrac13$ needs $X=Y=Z$ (the body diagonals). Regrouping,
$$R^2=4\gamma_2^2(1-3s)+4\gamma_3^2\,(3s)$$
is a weighted mean of $4\gamma_2^2$ and $4\gamma_3^2$ with non-negative weights. So $R$ runs monotonically in $s$ from $2|\gamma_2|$ on the axes to $2|\gamma_3|$ on the diagonals. The two pairs touch at $k\ne0$ only if $\gamma_2=0$ (on the axes) or $\gamma_3=0$ (on the diagonals).

Along a ray $s$ is fixed and $E_\pm=-\tfrac12(\gamma_1\mp R)k^2$, so $m_0/m^*_\pm=\gamma_1\mp R$. The upper band falls along every ray if and only if $\gamma_1$ exceeds the largest $R$,
$$\gamma_1>2\max(|\gamma_2|,|\gamma_3|),$$
and the lower band then falls too. Under this condition the upper band has the larger mass: it is the heavy-hole band and $E_-$ is the light-hole band. With $s=0,\tfrac14,\tfrac13$ and the upper sign for the heavy band,
$$[100]:\ \gamma_1\mp2|\gamma_2|,\qquad[110]:\ \gamma_1\mp\sqrt{\gamma_2^2+3\gamma_3^2},\qquad[111]:\ \gamma_1\mp2|\gamma_3|$$
are the values of $m_0/m^*$. A surface of constant energy $E<0$ has radius $k=\sqrt{2|E|/(\gamma_1\mp R)}$. For $C^2>0$ the root grows towards the diagonals, so the heavy surface bulges along $[111]$ and the light one shrinks there; for $C^2<0$ the roles of $[100]$ and $[111]$ are exchanged. A given change of $R$ is a larger fraction of $\gamma_1-R$ than of $\gamma_1+R$, so the heavy surface is the more warped.

The bands are spherical if and only if $R$ does not depend on $s$, that is $\gamma_2^2=\gamma_3^2$. For $\gamma_2=\gamma_3=\gamma$ the two sums in $H$ combine to $(\mathbf k\cdot\mathbf J)^2$ and $D=\gamma[(\mathbf k\cdot\mathbf J)^2-\tfrac54k^2]$. The component of $\mathbf J$ along $\mathbf k$ has eigenvalues $\pm\tfrac32,\pm\tfrac12$, so $D=\pm\gamma k^2$, in agreement with $|d|^2=\gamma^2k^4$. When $C^2\neq0$ the energy is not a quadratic form in $\mathbf k$, since a quadratic form that is unchanged by sign reversals and permutations of the axes is a multiple of $k^2$. There is then no mass tensor at $k=0$, and the masses above belong to rays. The program tests the range of $R$, the condition on $\gamma_1$ from both sides of the threshold, the absence of warping for $\gamma_3=-\gamma_2$, and the masses and radii against finite differences and root finding on diagonalized levels.

## (f) The split-off band

Let $\mathbf I$ be the $l=1$ matrices $(I_a)_{bc}=-i\epsilon_{abc}$ on three orbitals, $\boldsymbol\sigma$ now the electron spin, and $\mathbf J=\mathbf I+\tfrac12\boldsymbol\sigma$. Take the six-band model $H_6=h+\tfrac\Delta3(\mathbf I\cdot\boldsymbol\sigma-1)$ with
$$h=-\tfrac12\Big[\gamma_1k^2-6\gamma_2\sum_ik_i^2\big(I_i^2-\tfrac23\big)-6\gamma_3\sum_{(ij)}k_ik_j[I_i,I_j]_+\Big].$$
Find its projection on $j=\tfrac32$ and the leading correction to $E_\pm$ at finite $\Delta$.

**Solution.** From $J^2=2+\mathbf I\cdot\boldsymbol\sigma+\tfrac34$, the operator $\mathbf I\cdot\boldsymbol\sigma$ is $1$ for $j=\tfrac32$ and $-2$ for $j=\tfrac12$. The spin-orbit term is $0$ on the quartet (projector $P$) and $-\Delta$ on the split-off pair (projector $Q$).

The operator $P(I_z^2-\tfrac23)P$ commutes with $J_z$ and is diagonal in $m$. The state $m=\tfrac32$ is $|1,\uparrow\rangle$, with value $1-\tfrac23=\tfrac13$. Lowering it with $J_-=I_-+\sigma_-$ gives $\sqrt2|0,\uparrow\rangle+|1,\downarrow\rangle$, so $m=\tfrac12$ has weight $\tfrac13$ on $I_z^2=1$ and the value is $\tfrac13-\tfrac23=-\tfrac13$. Negative $m$ give the same values by reversing all labels. Thus $P(I_z^2-\tfrac23)P=\tfrac13(J_z^2-\tfrac54)P$. A rotation generated by $\mathbf J$ leaves $P$ unchanged and turns both $I_z$ and $J_z$ into components along any unit vector $\mathbf n$. For any vector $\mathbf n$, then,
$$P\big[(\mathbf n\cdot\mathbf I)^2-\tfrac23n^2\big]P=\tfrac13\big[(\mathbf n\cdot\mathbf J)^2-\tfrac54n^2\big]P .$$
Both sides are polynomials in $n_i$. The coefficients of $n_i^2$ give $P(I_i^2-\tfrac23)P=\tfrac13(J_i^2-\tfrac54)P$ and those of $n_in_j$ give $P[I_i,I_j]_+P=\tfrac13[J_i,J_j]_+P$. The factors $6$ become $2$, the term $-2\gamma_2\cdot(-\tfrac54)k^2$ supplies $\tfrac52\gamma_2k^2$, and $PhP=H$.

The $Q$ block is simple. The operation $T_6=i\sigma_yK$ reverses $\mathbf I$ (imaginary matrices) and $\boldsymbol\sigma$, squares to $-1$, and commutes with $h$, $P$ and $Q$. A Hermitian operator on a two-dimensional space that commutes with it has one doubly degenerate eigenvalue and is a multiple of $1$. The part of $h$ beyond $-\tfrac12\gamma_1k^2$ has zero trace on all six states and zero trace on the quartet, hence zero trace on the pair. So $QhQ=-\tfrac12\gamma_1k^2Q$.

Project $H_6\psi=E\psi$ with $Q$: $QhP\psi+(-\tfrac12\gamma_1k^2-\Delta)Q\psi=EQ\psi$. Solving for $Q\psi$ and inserting it in the $P$ projection gives the exact equation
$$\Big[H+\frac{W}{E+\Delta+\tfrac12\gamma_1k^2}\Big]P\psi=E\,P\psi,\qquad W=PhQhP .$$
As $\Delta\to\infty$ it reduces to $H$. To first order in $1/\Delta$ each pair moves by $\langle W\rangle/\Delta$, where $W$ is a multiple of $1$ inside a pair by the Kramers argument. Elements of $W$ between the heavy and light pairs enter at second order in $1/\Delta$, as long as $2|d|$ is large against these elements divided by $\Delta$. Since $W=(QhP)^\dagger(QhP)$, the shift is upward or zero. It is of order $k^4/\Delta$, so for fixed parameters it is of order $k^2/\Delta$ relative to $E_\pm$. This ratio need not be as small as $|E|/\Delta$: the coupling $QhP$ is set by $\gamma_2$ and $\gamma_3$, whereas $E_+$ contains the difference $\gamma_1-R$ of part (e), which can be small.

Along $[001]$, $h$ contains only $I_z^2$ and commutes with $J_z$. The states $m=\pm\tfrac32$, the heavy ones for $\gamma_2>0$, have no partner in $j=\tfrac12$ and are not shifted. For $\gamma_2=\gamma_3>0$, $h$ depends only on $k^2$ and $(\mathbf k\cdot\mathbf I)^2$, and the same argument holds about $\mathbf k$ in every direction. The coupling $Qh$ on the heavy pair then vanishes at $\gamma_3=\gamma_2$, and the heavy shift is of second order in $\gamma_3-\gamma_2$. The program tests the factor $\tfrac13$, the projected spectrum, the shifts $\langle W\rangle/\Delta$ at a large gap, and the unshifted heavy level along $[001]$.

## (g) Numbers

Take the model parameters $\gamma_1=10$, $\gamma_2=2$, $\gamma_3=3$, $\Delta=0.5$ eV and $\mathbf k=(0.01,0.02,0.03)$ Å$^{-1}$. Evaluate the levels in two ways, compare them with the six-band model, and describe the surfaces at $E=-0.01$ eV for this set and for $\gamma_2=3$, $\gamma_3=2$.

**Solution.** With $k$ in Å$^{-1}$ and energies in eV the factor $\tfrac12$ becomes $\varepsilon_0=\hbar^2/2m_0=3.809982$ eV Å$^2$, so each $d_a$ of part (b) is multiplied by $2\varepsilon_0$. The coefficients are $A=-10$, $B^2=4\cdot4=16$, $C^2=12(9-4)=60$, and $\gamma_1=10>6$ makes both bands fall.

From the components, $k^2=(1+4+9)\times10^{-4}=1.4\times10^{-3}$ Å$^{-2}$, $k^4=1.96\times10^{-6}$ Å$^{-4}$, and $S=(4+36+9)\times10^{-8}=4.9\times10^{-7}$ Å$^{-4}$, so $s=0.25$. Then $\varepsilon_0k^2=0.005334$ eV and the mean level is $-0.053340$ eV. The five components are

- $d_1=2\varepsilon_0\sqrt3\cdot3\cdot(6\times10^{-4})=0.023757$ eV,
- $d_2=2\varepsilon_0\sqrt3\cdot3\cdot(3\times10^{-4})=0.011878$ eV,
- $d_3=2\varepsilon_0\sqrt3\cdot3\cdot(2\times10^{-4})=0.007919$ eV,
- $d_4=2\varepsilon_0\tfrac{\sqrt3}2\cdot2\cdot(-3\times10^{-4})=-0.003959$ eV,
- $d_5=2\varepsilon_0\tfrac12\cdot2\cdot(13\times10^{-4})=0.009906$ eV.

Their squares add to $(5.644+1.411+0.627+0.157+0.981)\times10^{-4}=8.820\times10^{-4}$ eV$^2$, and $|d|=0.029698$ eV. The closed formula gives $R=\sqrt{16+60\cdot0.25}=\sqrt{31}=5.56776$ and $\varepsilon_0k^2R=0.005334\times5.56776=0.02970$ eV, the same value. The levels are
$$E_+=-0.05334+0.02970=-0.02364\ \text{eV}=-8.69\times10^{-4}\ \text{hartree},$$
$$E_-=-0.05334-0.02970=-0.08304\ \text{eV}=-3.05\times10^{-3}\ \text{hartree},$$
and diagonalizing the $4\times4$ matrix returns each of them twice.

The direction $(1,2,3)$ has low symmetry, yet $s=\tfrac14$ is the $[110]$ value. The reason is the factorization
$$k^4-4S=(X+Y-Z)^2-4XY=\big[(k_x-k_y)^2-k_z^2\big]\big[(k_x+k_y)^2-k_z^2\big],$$
where the first equality follows from $k^4-4S=X^2+Y^2+Z^2-2S$ on expanding the square. It vanishes when $k_z=\pm k_x\pm k_y$, which holds here as $3=1+2$. These are the planes through $k=0$ perpendicular to the body diagonals. On them $s=\tfrac14$ throughout, and the warped surfaces of the four-band model cut them in exact circles.

The six-band levels are $-0.023567$ eV (heavy), $-0.079400$ eV (light) and $-0.557052$ eV (split-off). The heavy level has risen by $0.000074$ eV and the light one by $0.003638$ eV. Relative to the six-band levels, the four-band formula errs by $0.3\%$ and $4.6\%$ at this $\mathbf k$. The trace of $H_6$ requires the split-off level to fall below $-0.5-0.053340$ eV by the sum of the two shifts, $0.003712$ eV, which gives $-0.557052$ eV as found. The first-order estimates $\langle W\rangle/\Delta$ are $0.000074$ eV and $0.003454$ eV. The light estimate is $5\%$ below the true shift because the exact denominator is smaller than $\Delta$: $-0.079400+0.5+0.053340=0.473940$ eV, and $0.003454\times0.5/0.473940=0.003644$ eV. With the denominator fixed at its exact value, the equation of part (f) is an ordinary $4\times4$ eigenvalue problem, so the level differs from its diagonal element only through the elements of $W$ between the light and heavy pairs. That mixing pushes the lower pair down and accounts for the remainder, which is $-0.000005$ eV before rounding (the rounded figures differ by $0.000006$ eV). For the heavy level the exact denominator is larger than $\Delta$, $-0.023567+0.5+0.053340=0.529773$ eV, which lowers the diagonal term to $0.000074\times0.5/0.529773=0.000070$ eV, and the same mixing pushes the level up by about $0.000004$ eV. The agreement of the heavy estimate with the true shift is therefore a cancellation of two corrections in this example. The smallness of the heavy shift agrees in kind with its vanishing at $\gamma_2=\gamma_3$ in part (f); the size of the ratio comes from the computation alone.

The radius at $E=-0.01$ eV is $\sqrt{0.01/[\varepsilon_0(\gamma_1\mp R)]}$; along $[100]$ the heavy value is $\sqrt{0.01/(3.809982\times6)}=0.02092$ Å$^{-1}$. For $\gamma_2=2$, $\gamma_3=3$, with masses in $m_0$ and radii in Å$^{-1}$:

| ray | $R$ | $m_h$ | $m_l$ | $k_h$ | $k_l$ |
|---|---|---|---|---|---|
| [100] | 4.000 | 0.1667 | 0.0714 | 0.02092 | 0.01369 |
| [110] | 5.568 | 0.2256 | 0.0642 | 0.02433 | 0.01298 |
| [111] | 6.000 | 0.2500 | 0.0625 | 0.02562 | 0.01281 |

The heavy radius along $[111]$ is $\sqrt{6/4}=1.2247$ times that along $[100]$, while the light ratio is $0.01281/0.01369=0.94$. These are four-band values, subject to the correction of part (f).

For $\gamma_2=3$, $\gamma_3=2$ the coefficients are $B^2=36$ and $C^2=-60$. The smallest radicand is $36-60/3=16$, on the diagonals. The rows $[100]$ and $[111]$ of the table change places, and the heavy ratio becomes $\sqrt{4/6}=0.8165$, so the heavy surface now bulges along the cube axes. The $[110]$ row is new, because at $s=\tfrac14$ the weights of $4\gamma_2^2$ and $4\gamma_3^2$ are $\tfrac14$ and $\tfrac34$: $R=\sqrt{9+12}=4.583$, $m_h=0.1846\,m_0$, $m_l=0.0686\,m_0$, with radii $0.02201$ and $0.01342$ Å$^{-1}$.

## Calculated quantities

```
hbar^2/2m0 = 3.809982 eV A^2; hartree = 27.211386 eV
model g1, g2, g3 = 10, 2, 3; Delta = 0.5 eV
A = -10, B^2 = 16, C^2 = 60 (A,B,C in hbar^2/2m0)
k = (0.01, 0.02, 0.03) 1/A; |k| = 0.037417 1/A
k^2 = 1.4000e-03 1/A^2; k^4 = 1.9600e-06 1/A^4
S = 4.9000e-07 1/A^4; s = S/k^4 = 0.25000
hbar^2k^2/2m0 = 0.005334 eV; mean level = -0.053340 eV
d1 = 0.023757 eV
d2 = 0.011878 eV
d3 = 0.007919 eV
d4 = -0.003959 eV
d5 = 0.009906 eV
|d|^2 = 8.819900e-04 eV^2; |d| = 0.029698 eV
B^2 + C^2 s = 31.00000; root = 5.56776
formula: E+ (heavy) = -0.023641 eV, E- (light) = -0.083038 eV
formula: E+ = -8.68807e-04 hartree, E- = -3.05159e-03 hartree
4x4 eigenvalues = -0.083038, -0.083038, -0.023641, -0.023641 eV
6x6: heavy -0.023567, light -0.079400, split-off -0.557052 eV
6x6 minus 4x4: heavy 0.000074, light 0.003638 eV
<HQH>/Delta: heavy 0.000074, light 0.003454 eV
constant-energy surface at E = -0.01 eV
set g = (10, 2, 3): B^2 = 16, C^2 = 60
 [100] s = 0.0000, root = 4.0000, m_h = 0.1667 m0, m_l = 0.0714 m0
 [100] radius heavy 0.02092, light 0.01369 1/A
 [110] s = 0.2500, root = 5.5678, m_h = 0.2256 m0, m_l = 0.0642 m0
 [110] radius heavy 0.02433, light 0.01298 1/A
 [111] s = 0.3333, root = 6.0000, m_h = 0.2500 m0, m_l = 0.0625 m0
 [111] radius heavy 0.02562, light 0.01281 1/A
 heavy radius ratio [111]/[100] = 1.2247
set g = (10, 3, 2): B^2 = 36, C^2 = -60
 [100] s = 0.0000, root = 6.0000, m_h = 0.2500 m0, m_l = 0.0625 m0
 [100] radius heavy 0.02562, light 0.01281 1/A
 [110] s = 0.2500, root = 4.5826, m_h = 0.1846 m0, m_l = 0.0686 m0
 [110] radius heavy 0.02201, light 0.01342 1/A
 [111] s = 0.3333, root = 4.0000, m_h = 0.1667 m0, m_l = 0.0714 m0
 [111] radius heavy 0.02092, light 0.01369 1/A
 heavy radius ratio [111]/[100] = 0.8165
```
